# Tracking complex bands through branch points with square-root local coordinates

## Result

Let \(g(q,E)=0\) define the complex bands of a layered crystal, where \(q=ka\) is the complex wavenumber times the layer period. At a simple branch point \((q_b,E_b)\) two roots \(q\) merge:

\[
g=0,\qquad g_q=0,\qquad g_E\neq0,\qquad g_{qq}\neq0 .
\]

Subscripts \(q\) and \(E\) denote partial derivatives. Put

\[
E=E_b+s^2,\qquad q=q_b+s\,p .
\tag{1}
\]

The scaled unknown \(p\) then obeys an equation that is regular at \(s=0\), with two separate solutions starting from

\[
p_0^2=-\frac{2g_E}{g_{qq}}=\frac{2}{E''(q_b)} .
\tag{2}
\]

A predictor-corrector method applied to \(p(s)\) carries both roots through the branch point. To pass \(E_b\) upward in energy on the retarded side, \(E+i0\), one walks \(s\) from \(ir\) to \(0\) and on to \(r\).

Each root keeps its identity only relative to a chosen side. One circuit of \(E_b\) changes \(s\) into \(-s\) and exchanges the two roots, so no labelling is independent of the path.

## Setting and counting of solutions

Layer \(n\) carries \(N\) orbitals with amplitude vector \(\psi_n\), and

\[
H_1^T\psi_{n-1}+H_0\psi_n+H_1\psi_{n+1}=E\psi_n .
\tag{3}
\]

The blocks are real, \(H_0\) is symmetric and \(H_1\) is invertible. Inserting \(\psi_n=\lambda^n u\) with \(\lambda=e^{iq}\) gives \([H(q)-E]u=0\), where \(H(q)=H_0+H_1e^{iq}+H_1^Te^{-iq}\). There are \(2N\) roots \(\lambda\). The semiconductor fills \(n>0\), so a decaying solution has \(|\lambda|<1\), or \(\mathrm{Im}\,q>0\).

Since \(H(q)^T=H(-q)\), roots come in pairs \(\pm q\). For \(\mathrm{Im}\,E>0\) no root is real, because \(H(q)\) is Hermitian at real \(q\) and has real eigenvalues. Each pair therefore holds one decaying and one growing root. There are \(N\) decaying roots throughout the upper half of the energy plane, and none can leave the set.

The physical set at real \(E\) is the limit from above. If \(q\) is real with \(v=dE/dq\neq0\), a small energy shift \(i\eta\) moves it by \(i\eta/v\). The propagating member of the retarded set is therefore the one with \(v>0\), which moves into the semiconductor.

## A scalar equation with derivatives

The determinant can be badly scaled for large \(N\). A bordered linear system gives a scalar with the same zeros. With \(A=H(q)-E\) and fixed real vectors \(b,c\), solve

\[
Au+bg=0,\qquad c^Tu=1 .
\tag{4}
\]

Call the matrix of this system \(M\). Cramer's rule gives \(g=\det A/\det M\). At a root with a single right null vector \(u_R\) and left null vector \(u_L\), \(M\) is invertible if \(c^Tu_R\neq0\) and \(u_L^Tb\neq0\). The border must be changed if either product becomes small.

Differentiating (4), with \(A_E=-1\), gives

\[
\begin{aligned}
Au_q+bg_q&=-A_qu,\\
Au_E+bg_E&=u,\\
Au_{qq}+bg_{qq}&=-A_{qq}u-2A_qu_q,\\
Au_{qE}+bg_{qE}&=u_q-A_qu_E,\\
Au_{EE}+bg_{EE}&=2u_E .
\end{aligned}
\tag{5}
\]

The border condition becomes \(c^Tu_q=0\), and likewise for every other derivative of \(u\). One factorization of \(M\) serves all these systems.

Along a band, \(g(q,E(q))=0\). Differentiating once gives \(g_q+g_Ev=0\); differentiating again gives \(g_{qq}+2g_{qE}v+g_{EE}v^2+g_EE''=0\). Hence

\[
v=-\frac{g_q}{g_E},\qquad
E''=-\frac{g_{qq}+2g_{qE}v+g_{EE}v^2}{g_E}.
\tag{6}
\]

## Error of an ordinary step

Away from branch points the Euler predictor for an energy step \(h\) is \(q+h/v\), and Newton's method on \(g\) at the new energy is the corrector. The danger is that the guess lies nearer to another root.

Near a branch point write \(\delta=q-q_b\). To leading order \(E-E_b=\tfrac12E''\delta^2\) and \(v=E''\delta\). Eliminating \(\delta\) gives estimates from local data:

\[
E-E_b\simeq\frac{v^2}{2E''},\qquad
q-q_b\simeq\frac{v}{E''},\qquad
D=\left|\frac{v^2}{2E''}\right| .
\tag{7}
\]

The other root lies at \(-\delta\), so the separation is \(2|v/E''|\). Because \(d(1/v)/dE=-E''/v^3\), the leading Euler error is \(\tfrac12|E''|h^2/|v|^3\). Relative to the separation it is

\[
\frac{|E''|h^2}{2|v|^3}\,\frac{|E''|}{2|v|}
=\frac{|E''|^2h^2}{4|v|^4}
=\frac{h^2}{16D^2}.
\tag{8}
\]

The rule \(h\leq\theta D\) therefore keeps this leading error at or below \(\theta^2/16\) of the separation.

For a step towards the branch point the quadratic model can be solved in full. Let \(h\) cover a fraction \(\theta\) of the remaining distance. The root moves from \(\delta\) to \(\delta\sqrt{1-\theta}\), while the predictor gives

\[
\delta-\frac{\theta(E''\delta^2/2)}{E''\delta}
=\delta\left(1-\frac\theta2\right).
\tag{9}
\]

The error over the initial separation is \([1-\theta/2-\sqrt{1-\theta}]/2\). For \(\theta=0.3\) this is \((0.8500-0.8367)/2=0.0067\), against the leading value \(0.0056\).

## Why stepping over the branch point fails

In the quadratic model the new roots are \(\pm\rho\), and Newton's method maps a guess \(\delta\) to \(\delta'=(\delta^2+\rho^2)/(2\delta)\). Therefore

\[
\frac{\delta'-\rho}{\delta'+\rho}
=\left(\frac{\delta-\rho}{\delta+\rho}\right)^2 .
\tag{10}
\]

The iteration converges to \(\rho\) if the guess is nearer to \(\rho\) than to \(-\rho\). For \(0<\theta<1\), guess (9) meets this condition.

If the step passes over \(E_b\), then \(\theta>1\) and the new roots are \(\pm i\delta\sqrt{\theta-1}\). The guess \(\delta(1-\theta/2)\) is a real multiple of \(\delta\), so it is equally far from both. In the quadratic model Newton's method cannot choose between them; terms beyond the model decide.

Those terms do not rescue both solutions. For real blocks \(H(-q^*)=H(q)^*\). With a real border and real \(E\), this gives \(g(-q^*,E)=g(q,E)^*\), and predictor and corrector respect the mirror operation \(q\to-q^*\). Suppose an oscillating evanescent pair, \(q_1\) and \(-q_1^*\), is stepped to an energy where the roots are purely imaginary. If the first guess converges to \(i\kappa a\), the mirror guess converges to \(-(i\kappa a)^*=i\kappa a\). One solution is found twice and the other is lost.

In the reverse direction an imaginary guess stays imaginary in exact arithmetic and cannot reach roots that have left the axis.

## Regular equation at the branch point

When \(D\) is small, a branch point is sought by Newton's method on the two equations \(g=0\) and \(g_q=0\), starting from (7). A small \(D\) does not prove that one is near: \(D\) also becomes small where \(g_E\) nearly vanishes on a root. The result is therefore accepted only if it lies at a real energy just ahead, at a distance comparable with \(D\). The Jacobian and its determinant at the solution are

\[
J=\begin{pmatrix}g_q&g_E\\g_{qq}&g_{qE}\end{pmatrix},
\qquad \det J=-g_Eg_{qq}\neq0 .
\tag{11}
\]

The augmented problem is thus regular where Newton's method in \(q\) alone is singular.

Now insert (1) in the Taylor series of \(g\) about the branch point. The terms \(g\) and \(g_q\) vanish there, leaving

\[
g=s^2\left(g_E+\tfrac12g_{qq}p^2\right)
+s^3\left(g_{qE}p+\tfrac16g_{qqq}p^3\right)+O(s^4).
\]

Every term contains \(s^2\). Define

\[
R(p,s)=\frac{g(q_b+sp,E_b+s^2)}{s^2},
\qquad
R(p,0)=g_E+\tfrac12g_{qq}p^2 .
\tag{12}
\]

With this value at \(s=0\), \(R\) is analytic. Setting \(R(p,0)=0\) gives the first form of (2). The second follows from (6), since \(v=0\) gives \(E''=-g_{qq}/g_E\).

At either solution \(\partial R/\partial p=g_{qq}p_0\neq0\). The implicit function theorem therefore gives two analytic functions \(p_\pm(s)\). Since (12) is unchanged by \((p,s)\to(-p,-s)\), they are related by \(p_-(s)=-p_+(-s)\): the second root is the first one evaluated at \(-s\).

The corrector for \(p\) uses \(\partial R/\partial p=g_q/s\). For \(s\neq0\) its step changes \(q\) by \(-g/g_q\), the same as Newton's method in \(q\); the gain lies in the starting guess and in the known value at \(s=0\). Its predictor is linear extrapolation from the two preceding values of \(s\). At \(s=0\) the sign in (2) is the one nearer to the extrapolated value.

**Rounding error.** Let \(\epsilon\) be the absolute error in evaluating \(g\). Solving \(g=0\) for \(q\) alone at \(E_b\) gives an uncertainty

\[
|\delta q|\sim\sqrt{2\epsilon/|g_{qq}|},
\]

because \(g\) is quadratic there. About half the digits are lost. In the local coordinate

\[
|\delta p|\simeq\frac{\epsilon}{|s|^2|g_{qq}p_0|},
\qquad
|\delta q|=|s|\,|\delta p|\simeq\frac{\epsilon}{|s|\,|g_{qq}p_0|}.
\tag{13}
\]

Tiny nonzero \(s\) should be avoided, and the limiting equation used at \(s=0\).

## Choice of side and meaning of labels

Just above the real axis, the argument of \(E-E_b\) falls from \(\pi\) to \(0\) as the energy rises past \(E_b\). The argument of \(s\) falls from \(\pi/2\) to \(0\). Since \(p(s)\) is regular, this arc may be shrunk to the path \(ir\to0\to r\).

At a conduction edge \(E''>0\), and \(p_0\) is real. Below the edge \(q-q_b\simeq irp_0\), so the decaying root has \(p_0>0\). Above it, \(q-q_b\simeq rp_0\) and \(v\simeq E''rp_0>0\), the direction required by the counting argument.

At a valence edge \(E''<0\). The choice \(p_0=i\sqrt{2/|E''|}\) gives \(q-q_b\simeq-r|p_0|\) below the edge, again with \(v>0\). Above the edge it gives \(q-q_b\simeq ir|p_0|\), which decays.

If two decaying roots merge inside the gap, passing below \(E_b\) instead of above exchanges their later names. It does not change the set, and a wavefunction built from the whole set is unaffected.

## Wavefunctions when two exponentials merge

At a band edge a decaying root meets a growing one, and no retarded solution is lost. If two decaying roots merge instead, their vectors \(u\) coincide at \(E_b\), and the retarded set can no longer match an arbitrary boundary vector. The missing solution follows from (4). Applying the chain operator minus \(E\) to \(\lambda^nu\) gives \(\lambda^nAu=-\lambda^nbg\). Differentiation with respect to \(q\) at fixed \(E\) turns the right side into

\[
-\lambda^nb(in\,g+g_q),
\]

which vanishes at the branch point. Both

\[
\lambda^nu\qquad\text{and}\qquad \lambda^n(in\,u+u_q)
\tag{14}
\]

therefore solve (3). The second contains a factor linear in depth. Close to \(E_b\), half the sum and the scaled difference of the two exponentials give a well-conditioned basis that tends to (14).

## Worked example: two branch points inside a gap

Take two orbitals per layer, with

\[
H(q)=\begin{pmatrix}
m+\alpha(1-\cos q)&V_0-iV_1\sin q\\
V_0+iV_1\sin q&-m-\beta(1-\cos q)
\end{pmatrix}.
\]

The parameters are \(m=0.40\), \(\alpha=3.0\), \(\beta=4.0\), \(V_0=0.40\) and \(V_1=0.20\) eV, with \(a=0.27\) nm. Let \(x=\cos q-1\), so that \(\sin^2q=-x(x+2)\). The determinant condition is

\[
(E-m+\alpha x)(E+m-\beta x)=V_0^2-V_1^2x(x+2).
\]

Expanding and collecting powers of \(x\) gives

\[
\begin{aligned}
(V_1^2-\alpha\beta)x^2
&+\left[(\alpha-\beta)E+(\alpha+\beta)m+2V_1^2\right]x\\
&+E^2-m^2-V_0^2=0 .
\end{aligned}
\]

With energies in eV this is

\[
-11.96x^2+(2.88-E)x+E^2-0.32=0 .
\tag{15}
\]

The band edges have \(x=0\), so \(E=\pm\sqrt{0.32}=\pm0.566\) eV and the gap is 1.13 eV. Two values of \(x\) merge where the discriminant vanishes:

\[
(2.88-E)^2+47.84(E^2-0.32)
=48.84E^2-5.76E-7.0144=0 .
\]

The solutions, \(E_b=-0.3246\) and \(0.4425\) eV, lie inside the gap. At the upper one \(x_b=(2.88-0.4425)/23.92=0.1019\), and \(\cosh(\kappa a)=1+x_b\) gives \(\kappa a=0.4477\), or \(\kappa=1.66\) nm\(^{-1}\).

The square-root coefficient also follows by hand. Near this energy the discriminant is \((97.68E_b-5.76)\varepsilon=37.46\varepsilon\), where \(\varepsilon=E-E_b\) in eV. Half the splitting in \(x\) has square \(37.46\varepsilon/23.92^2=0.06548\varepsilon\). Since \(dx=\sinh(\kappa a)\,d(\kappa a)\), division by \(\sinh^2(\kappa a)=x_b(x_b+2)=0.2142\) gives \(0.3057\varepsilon\). With \(q=i\kappa a\), \(p_0^2=-0.3057\) eV\(^{-1}\), the value that (2) gives from the bordered derivatives.

### Continuation from band to band

The run uses \(b=c=(1,0)^T\), \(\theta=0.3\) and a largest step of 0.01 eV. It switches to the local coordinate when \(D<0.02\) eV, with eight substeps on each side of \(s=0\). The starting roots at \(-0.70\) eV are the retarded eigenvalues \(\lambda\) of the companion matrix of (3). Solutions A and B follow:

| \(E\) (eV) | \(q_A\) | \(q_B\) |
|---:|---:|---:|
| −0.70 | −0.290 | 0.804i |
| −0.45 | 0.287i | 0.676i |
| 0.00 | −0.201 + 0.529i | 0.201 + 0.529i |
| 0.50 | 0.564i | 0.267i |
| 0.70 | 0.681i | 0.345 |

The run needs 270 ordinary steps and six crossings: one of each band edge, and two of each inner point because both solutions pass there. The largest predictor error is 0.0070 of the estimated root separation, close to the 0.0067 of the quadratic model. The estimates (7) describe a root pair only near a branch point. The energy derivative of (15), \(2E-x\), vanishes on a root at \(E\approx0.059\pm0.055i\) eV. Near \(E=0.06\) eV this lowers \(D\) to 0.028 eV, although the nearest real branch point is 0.38 eV away, and the estimated separation is 0.008 against a true 0.41. The steps there are shorter than needed, and a switch radius above 0.028 eV would start a search with no branch point near.

Solution A enters as the propagating valence wave, but B leaves as the propagating conduction wave. Passing one inner point below and the other above would reverse these final names; passing both below would restore them.

Plain stepping was tried across the upper inner point. Mirror pairs started at distances 0.01, 0.02, 0.03, 0.04, 0.06 and 0.08 eV below it, and each took one Euler step 1.5 times its distance. Newton's method converged for all six pairs, and in each pair both guesses gave the same \(\lambda\).

### Tail at mid-gap

At \(E=0\) both solutions have \(\kappa=0.529/0.27=1.96\) nm\(^{-1}\), so the density decay length is \(L=1/(2\kappa)=0.255\) nm. Fix \(\psi_0=(1,0)^T\) and determine the two coefficients from this vector. The density relative to layer 0 is then 0.335, 0.108, 0.0098 and \(9.1\times10^{-5}\) in layers 1, 2, 4 and 8.

From layer 4 to layer 8 it falls by a factor 0.0092, whereas \(e^{-8\kappa a}=0.0145\). Since the two decay constants are equal, interference causes the difference. Its period in the density is \(\pi a/|\mathrm{Re}\,q|=4.2\) nm, far longer than the tail, so no full oscillation is visible.

Losing one solution has a definite cost. With \(u=(1,u_2)^T\), the first row of \(H(q)u=0\) gives

\[
|u_2|^2=\frac{|m-\alpha x|^2}{|V_0-iV_1\sin q|^2}
=\frac{0.1118}{0.2608}=0.429 .
\]

The best single-solution fit to \(\psi_0\) leaves the fraction \(0.429/1.429=0.30\) of its squared norm unmatched. This holds for A and B alike, because their vectors are complex conjugates.

### A second case and its singular limit

For \(\alpha=\beta>V_1\), setting the discriminant to zero gives

\[
E_b^2=m^2+V_0^2-\frac{(\alpha m+V_1^2)^2}{\alpha^2-V_1^2}.
\tag{16}
\]

If \(V_1=0\), then \(E_b=\pm V_0\), and the oscillating pair occupies \(|E|<V_0\). If instead \(V_0=0\) and \(V_1\neq0\), the right side is negative for \(m>0\), because the numerator exceeds \(\alpha^2m^2\) and the denominator is below \(\alpha^2\). The inner branch points then have imaginary energies. A real-energy path meets neither. The step rule still needs care at \(E=0\). For \(\alpha=\beta\) the determinant contains \(E\) only as \(E^2\), so \(g_E=0\) there. Then \(v\) in (6) diverges and \(D\) tends to zero, although no two roots \(q\) merge. The rule \(h\leq\theta D\) would stall, so a smallest step must be set.

When both couplings vanish, the points meet at \(E=0\). The determinant becomes \(E^2-(m-\alpha x)^2\), whose energy derivative is zero there. Two independent null vectors exist, so (4) is singular and (1) does not apply. The uncoupled blocks must be tracked separately. If instead \(g_{qq}=0\) while \(g_E\) and \(g_{qqq}\) are nonzero, three roots merge and the local coordinate is a cube root.

## Relation to a silicide contact on silicon

The gap and layer period are roughly those of silicon along a cubic axis. The edge masses follow from \(\hbar^2/(|E''|a^2)\): 0.51 and 0.34 free-electron masses for conduction and valence. The model has one valley at \(q=0\), whereas silicon has six valleys away from the zone centre. With the valley at roughly 0.85 of the way to the zone boundary, a wavenumber near 9.8 nm\(^{-1}\) is left out. The inner branch energies belong to the chosen parameters and are not predictions for silicon.

The flat potential is a strong assumption. Take as assumed inputs a barrier \(\phi=0.65\) eV, donor density \(10^{20}\) cm\(^{-3}\) and relative permittivity 11.7, with the band bending set equal to the barrier. This neglects the Fermi energy of the electrons, about 0.07 eV above the bulk conduction edge for rough silicon masses. The depletion approximation gives a contact field \(F=\sqrt{2N_D\phi/\varepsilon_s}\) of 4.5 MV/cm, where \(\phi\) is in joules and \(\varepsilon_s\) is the permittivity, and a width of 2.9 nm. The mean donor spacing is 2.2 nm, so a smooth depletion charge is only a rough picture here. Over one decay length the potential drops by 0.11 eV. The image energy \(e^2/(16\pi\varepsilon_sL)\) is 0.12 eV, though a continuum formula is doubtful at one layer spacing. The two shifts add to 0.235 eV. Evaluating the bands at \(-0.235\) and \(+0.235\) eV changes \(L\) from 0.255 nm to 0.258 and 0.267 nm, respectively. These rigid shifts describe only the local decay rate next to the contact. Deeper in, the bands bend further. The assumed bending of 0.65 eV exceeds the 0.566 eV between \(E=0\) and the conduction edge at the contact, so a state at \(E=0\) lies above the bulk conduction edge. In the parabolic barrier it stops decaying about 1.9 nm from the contact. The layer densities above therefore hold for flat bands only and should not be used for this contact.

The effective mass matters too. Near the conduction edge, at fixed energy below it, \(L\propto1/\sqrt{m^*}\). Rough silicon masses of 0.19 and 0.92 multiply the model's near-edge length by 1.64 and 0.75. This scaling does not apply to the mid-gap value of 0.255 nm. Tunnelling through the whole depletion barrier is a separate current path. For an electron at the bulk conduction edge, integrating \(2\kappa\) of the slowest solution across the parabolic barrier gives 7.8, or a factor \(e^{-7.8}\approx4\times10^{-4}\). This is a rough figure for the model's own mass, and it leaves out the image energy, which lowers the barrier. Adding the Fermi energy to the band bending raises the exponent to about 8.4. A parabolic band with masses 0.19 and 0.92 gives 5.2 and 11.5 for the 0.65 eV bending, so the mass alone moves the factor by more than two decades. At this doping the electrons are degenerate, and those at the Fermi level, above the band edge, tunnel more easily. The short gap-state tail therefore does not by itself determine the contact resistance.

Numbers in the example were calculated in double precision.
